# Passivation or Porous Dealloying: Kinetic Monte Carlo for a Binary fcc Alloy

A silver–gold alloy is placed in an acid at a potential where silver dissolves and gold does not. The surface loses its silver first. The gold left behind may then cover the alloy and stop the attack, which is called passivation here although no oxide is involved. Alternatively, the attack may tunnel through the whole piece and leave porous gold. Which happens depends on the silver fraction $p$, the potential, and the time allowed.

A tempting criterion is site percolation: if the silver atoms form a connected path through the alloy, the acid can follow it. That is necessary when the gold cannot move, but not sufficient. A silver atom at the end of a narrow tunnel is held by many neighbours and may not leave in the time available. A few atoms show this by hand.

## A few atoms by hand

Take a face-centred cubic (fcc) crystal with a flat (111) face. Each interior atom has 12 nearest neighbours. A surface atom has 6 in its own layer and 3 below, so $n=9$. Every nearest-neighbour bond has the same energy $E$, whichever metals it joins. An exposed silver atom with $n$ bonds dissolves at the rate

$$k_E(n)=\nu_E\,e^{(\phi-nE)/kT}.$$

Here $\nu_E$ is an attempt rate and $\phi$ is the driving energy supplied by the electrode. It is a model energy, not a potential read against a reference electrode. Let $E=0.15$ eV, $T=300$ K, $kT=0.02585$ eV, $\nu_E=10^4$ s$^{-1}$ and $\phi=1.50$ eV. Each extra bond slows dissolution by the factor $e^{E/kT}=331$.

Put two adjacent silver atoms in an otherwise gold surface layer. Each has $n=9$ and leaves at $3.31\times10^6$ s$^{-1}$. The total rate is twice this, so the mean wait for the first departure is

$$\frac{1}{2(3.31\times10^6\ \mathrm{s^{-1}})}=0.15\ \mathrm{\mu s}.$$

The second atom has now lost a neighbour. It has $n=8$, a rate of $1.10\times10^9$ s$^{-1}$, and a mean wait of only 0.9 ns.

An atom of the second layer sits beneath a triangle of three surface atoms. Suppose a silver atom lies below our pair and the third corner of its triangle is gold. It began with 12 bonds and has lost two, so $n=10$. Its rate is $10^4$ s$^{-1}$ and its mean wait is 100 µs. In a window of $t=10$ µs it leaves with probability $1-e^{-0.1}\approx0.10$. The attack has probably stopped, although silver touches silver all along the path.

If the third corner had also been silver, the lower atom would have $n=9$ and a mean wait of 0.30 µs. The attack would have continued. Thus connection through one neighbour is not enough here: three empty neighbours are needed for prompt dissolution.

Gold can move. Let either metal hop to an allowed empty neighbour site at the rate

$$k_D(n)=\nu_D\,e^{-nE/kT},\qquad \nu_D=10^{13}\ \mathrm{s^{-1}}.$$

A lone gold atom on a flat terrace has $n=3$ and six open directions. Its total hop rate is $6(2.76\times10^5)=1.65\times10^6$ s$^{-1}$, or about 17 hops in 10 µs. If it meets another such atom, each has $n=4$. The rate per direction falls to $8.3\times10^2$ s$^{-1}$, which gives only 0.008 expected hops per direction in the window. Gold atoms that meet therefore tend to stay together for the rest of the window.

## The frozen limit

First let gold and silver stay in place until silver dissolves. Replace the steep rate law by a cutoff: silver with $n\le m$ can leave, and silver with $n>m$ cannot. Since $n$ neighbours are occupied and $12-n$ are empty, the condition is

$$n\le m\quad\Longleftrightarrow\quad 12-n\ge12-m.$$

An atom needs at least $12-m$ empty neighbours. The final set of removed atoms does not depend on the order of removal. To see why, let one complete sequence remove the set $S$. Follow a second sequence and suppose that it removes an atom outside $S$; call the first such atom $a$. Everything removed before $a$ belongs to $S$. Hence all the empty neighbours that allowed $a$ to leave are also empty at the end of the first sequence. There $a$ could still leave, so that sequence was not complete, which is a contradiction. The second set is therefore contained in $S$. Exchanging the two sequences gives the reverse inclusion, so the sets are equal.

This was tested on a cube of $14^3$ sites with $p=0.42$ and $m=9$: two different random event orders gave the same final set as direct repeated removal.

For $m=11$ one empty neighbour suffices. Dissolution then follows every silver–silver connection from the surface, and the removed set is the union of all silver clusters touching the electrolyte. This is ordinary site percolation. An independent cluster search on $14^3$ sites at $p=0.25$ gave the identical set. For $m=8$ four empty neighbours are needed, but a flat face offers three, so even pure silver is pinned.

To locate the threshold, give each site a fixed random number $u$ between 0 and 1 and call it silver if $u<p$. Raising $p$ only adds silver, so it cannot turn a pierced sample into an unpierced one. Bisection then finds the $p$ at which removal first reaches the bottom layer. For cubes of $L^3$ sites, periodic sideways, the means over four samples are:

| $m$ | $L=16$ | $L=32$ |
|---|---:|---:|
| 11 | 0.17 | 0.19 |
| 10 | 0.38 | 0.38 |
| 9 | 0.57 | 0.58 |

The standard errors estimated from the four samples are at most 0.01, but so few samples can understate the scatter. More samples and sizes up to $L=60$ give about 0.20, 0.39 and 0.58 for $m=11$, 10 and 9, with little drift in $L$. The entry 0.17 is thus low by about 0.03, and the entries 0.38 by about 0.01. The $m=11$ value at $L=32$ agrees, within its standard error, with the established site threshold of 0.199 for an infinite fcc lattice. The other values are finite-sample estimates, not extrapolated limits. They show how strongly the threshold rises when well-bonded silver is retained.

There is also an upper limit to a porous solid. In the frozen model the gold sites are random with concentration $1-p$. For gold to form a connected skeleton in a large crystal, this concentration must exceed the same site threshold:

$$1-p>0.199\quad\Longrightarrow\quad p<0.801.$$

Above that silver fraction, complete removal of silver leaves disconnected gold. Mobile gold can reconnect or break apart, so this bound belongs to the frozen limit.

## Which cutoff does the potential select?

A silver atom that keeps $n$ bonds survives for a time $t$ with probability $e^{-k_E(n)t}$. A natural edge is $k_E(n)t=1$, where the dissolved fraction is $1-e^{-1}=0.632$. Write $n_E$ for the bond number at this edge. Taking the logarithm of the condition gives

$$\ln(\nu_E t)+\frac{\phi-n_EE}{kT}=0.$$

Multiplying by $kT$ and solving for $n_E$ gives

$$n_E=\frac{\phi+kT\ln(\nu_E t)}{E}.$$

For $t=10$ µs, $\nu_E t=0.1$ and $kT\ln0.1=-0.0595$ eV. Therefore

$$n_E=\frac{1.50-0.0595}{0.15}=9.60.$$

The largest whole number of bonds below this edge is $m=9$. As a test of the edge itself, set $n_E=9$, which requires $\phi=1.35+0.0595=1.41$ eV. Of 400 isolated silver atoms in a flat gold layer, a fraction 0.65 dissolved in 10 µs. The expected value is 0.632, with a sampling error of $\sqrt{0.632(0.368)/400}=0.024$.

The cutoff depends on time. A tenfold longer wait raises $n_E$ by $kT\ln10/E=0.40$. At $\phi=1.50$ eV, atoms with ten bonds become active at $1/k_E(10)=100$ µs, and those with eleven at $1/k_E(11)=33$ ms. The frozen threshold then falls from about 0.58 towards 0.38, and later towards 0.20. Thus an alloy with $p=0.50$ can look passivated at 10 µs and still be pierced later if its gold stays still. Only below the ordinary site threshold does a large frozen alloy remain unpierced at every potential and time in this model.

Surface mobility has a similar edge. Setting $k_D(n_D)t=1$ gives

$$\ln(\nu_Dt)-\frac{n_DE}{kT}=0
\quad\Longrightarrow\quad
n_D=\frac{kT\ln(\nu_Dt)}{E}=3.17.$$

In this window lone terrace atoms move, while atoms with four bonds rarely do.

## The general algorithm

The full simulation keeps the rates instead of imposing a sharp cutoff. Its lattice is periodic sideways and rests on an inert solid floor. Every void is treated as wet, dissolved silver does not return, and fully coordinated atoms do not move. A hop must end with at least one bond, not counting the site just left. The exception is an atom already stranded with no bonds, which wanders until it touches another atom.

The hop rates have the correct energy ratio. Let an atom have $n_i$ bonds before a hop and $n_j$ after it. Since each bond lowers the energy by $E$,

$$U_j-U_i=-n_jE-(-n_iE)=(n_i-n_j)E.$$

The ratio of forward to reverse rates is

$$\frac{k_{ij}}{k_{ji}}
=\frac{\nu_De^{-n_iE/kT}}{\nu_De^{-n_jE/kT}}
=e^{-(n_i-n_j)E/kT}
=e^{-(U_j-U_i)/kT}.$$

This is detailed balance for reversible moves between bonded positions. Dissolution and the capture of stranded atoms are deliberately irreversible.

The ratio was tested with two gold adatoms confined to one layer of 36 sites, at $E/kT=1.16$. With one atom fixed, the other has 6 adjacent sites and 29 separate ones. The Boltzmann probability of being adjacent is

$$P=\frac{6e^{1.16}}{6e^{1.16}+29}=0.398,$$

and the simulated time average was 0.401. The absolute rate was tested with one adatom at 300 K: it made 6.09 hops per time $1/k_D(3)$, against the expected 6.

Now group the atoms by metal $s$ and bond number $n$. If a group contains $N_{s,n}$ atoms, assign each atom the rate

$$r_{\mathrm{Ag},n}=12k_D(n)+k_E(n),\qquad
r_{\mathrm{Au},n}=12k_D(n).$$

The total rate is $R=\sum_{s,n}N_{s,n}r_{s,n}$. One cycle is as follows.

1. Draw a waiting time. The probability of no event by time $\tau$ is $e^{-R\tau}$. Setting this equal to a uniform random number $u$ gives $\tau=-\ln u/R$. If the window ends first, stop.
2. Choose a group with probability $N_{s,n}r_{s,n}/R$, then choose one of its atoms uniformly.
3. If it is silver, dissolve it with probability $k_E(n)/r_{\mathrm{Ag},n}$.
4. Otherwise choose one of the 12 directions. Hop if the move is allowed; if not, leave the atom in place. The time still advances.
5. After a dissolution, remove the atom from its group. After a hop, put the atom in the group for its new bond number. Then update the bond numbers and groups around each site that was emptied or filled; no other atoms are affected.

The rejected hops do not distort the kinetics. For a particular atom and direction, the probability per cycle is

$$\frac{N_{s,n}r_{s,n}}{R}\,\frac1{N_{s,n}}\,
\frac{12k_D(n)}{r_{s,n}}\,\frac1{12}
=\frac{k_D(n)}R.$$

Cycles occur at rate $R$, so multiplication by $R$ leaves the intended rate $k_D(n)$.

## Separating the two outcomes

Let $Q(H)$ be the dissolved silver, in monolayers of atomic sites, from a slab of $H$ layers. If attack stops near the surface, doubling $H$ does not change $Q$. If a fixed fraction of the silver is removed throughout the slab, $Q$ doubles. This suggests

$$\alpha=\log_2\frac{Q(2H)}{Q(H)}.$$

The two limits are $\log_21=0$ and $\log_22=1$. The value 0.5 is a practical dividing line. A small $\alpha$ has a second possible cause, however: the front may still be moving and may not yet have crossed the thin slab. Calling the result passivation therefore needs a time window, and preferably evidence that dissolution has nearly stopped.

Surface roughness supplies a second measure. Count all missing bonds and divide by the three missing bonds per site of a flat face:

$$A=\frac{1}{3N_{\mathrm{face}}}\sum_{\mathrm{atoms}}(12-n).$$

A flat face has $A=1$. Neither measure proves that the remaining gold is mechanically connected.

The example uses faces of $12\times12$ sites and slabs of 6 and 12 layers. The two slabs share the same upper six layers, but their random event sequences differ. The area $A$ is that of the 12-layer slab. Near the change of behaviour, $\alpha$ from two samples scatters by about $\pm0.3$ from one pair of samples to another. Each entry is a mean over two alloy samples, at fixed $\phi=1.50$ eV and $t=10$ µs, with mobile atoms:

| $p$ | $Q(6)$ | $Q(12)$ | $\alpha$ | $A$ |
|---:|---:|---:|---:|---:|
| 0.25 | 0.28 | 0.28 | −0.02 | 1.4 |
| 0.40 | 0.46 | 0.48 | 0.06 | 1.6 |
| 0.50 | 1.15 | 1.22 | 0.08 | 2.4 |
| 0.70 | 4.25 | 8.45 | 0.99 | 7.2 |

At $p=0.25$, just above the site threshold, little more than the silver of the first layer has gone. At $p=0.70$ the thick slab nominally contains $12(0.70)=8.4$ monolayers of silver. The result, 8.45, agrees with removal of nearly all of it, since random composition shifts the two-sample mean by about 0.09. Within this window the change of behaviour lies between $p=0.50$ and 0.70. The small $\alpha$ at $p=0.50$ marks a slow front rather than a stopped one: with mobile atoms $Q(12)$ roughly doubles or triples between 10 and 100 µs. The frozen threshold for $m=9$, about 0.58, lies in the same interval.

Diffusion does not change the classification at the four compositions in the table. With hops switched off, $\alpha$ is 0.03 at $p=0.50$ and 1.00 at $p=0.70$. Between these two compositions $\alpha$ passes through 0.5, and there the runs do not show whether diffusion tips the balance. Diffusion does change the shape. At $p=0.70$ the area $A$ falls from 9.7 with frozen atoms to 7.2 with mobile atoms, a reduction of about a quarter relative to the frozen value, while $Q(12)$ is almost unchanged. The remaining solid has gained bonds by rearrangement.

The potential matters too. At $p=0.70$ and $\phi=1.35$ eV, $n_E=8.60$, so the cutoff picture predicts a pinned flat face. Yet the mobile slabs lose about one monolayer. An atom with nine bonds now dissolves at $10^4$ s$^{-1}$, with expected count 0.1 in the window. The face has about $144(0.70)=101$ such silver atoms, so the mean wait for the first departure is only $1/(101\times10^4\ \mathrm{s^{-1}})\approx1$ µs. A departure leaves neighbouring silver atoms with eight bonds, whose rate is 331 times larger. Rare events can therefore open a layer, and $n_E$ describes a single site, not a whole face.

The mobile runs at 1.35 eV give $Q(6)=1.16$ and $Q(12)=0.91$, hence $\alpha=-0.34$. A thicker slab has no reason to protect its surface in this way. With few initial departures and two samples, I take the difference to be event scatter. In these runs most of the silver is still in place after 10 µs, but they do not establish lasting passivation.

## What carries over to a real alloy

The parameters are rough values for silver–gold in acid, with a lattice constant of about 0.41 nm. One monolayer corresponds to 220 µC/cm², so the porous result at $p=0.70$ is $8.45(220)\approx1860$ µC/cm², or 1.9 mC/cm². Passing this in 10 µs needs a mean current density of 186 A/cm², far above ordinary dealloying. With an electrolyte of 5 Ω cm and a gap of 1 mm, the ohmic drop would be $186(5)(0.1)=93$ V. For constant ion flux and diffusivity $D=10^{-5}$ cm²/s, the added silver-ion concentration at the surface would be $2Q_c/(F\sqrt{\pi Dt})\approx2.2$ mol/L, where $Q_c$ is the charge per area and $F$ the Faraday constant. These figures are underestimates, because at $p=0.70$ nearly all the silver has left within about 2 µs, so the current during dissolution is about five times the mean over the window. The model neglects both effects, so its fixed driving energy could not be maintained in such a cell. Over a more realistic 100 s, the same $n_E$ needs $\phi=1.08$ eV, but $n_D$ rises from 3.2 to 6.0. Gold then has far more time to cover silver or coarsen the pores, and the short runs do not determine which effect wins. The value of the bond energy matters as well: a 10% change in $E$ alters the nine-bond dissolution rate by a factor of 185. Weakening all bonds by 10% gives $n_E=1.4405/0.135=10.7$, which moves the frozen threshold from about 0.58 to 0.38. Real silver–gold alloys have a parting limit of very roughly 55% silver. The nearness of 0.58 is therefore not a validated prediction; it depends on the chosen potential, time and bond energy.

The numerical output below gives the remaining cases, including the frozen slabs and the higher driving energy.

## Computed results

```
T = 300 K; kT = 0.02585 eV; E = 0.15 eV
nu_D = 1.0e+13 /s; nu_E = 1.0e+04 /s
time window = 10.0 us; lattice = 0.41 nm
rate factor per bond = 331.0
k_E(n=8), phi=1.50 eV: 1.096e+09 /s
k_E(n=9), phi=1.50 eV: 3.310e+06 /s
k_E(n=10), phi=1.50 eV: 1.000e+04 /s
k_E(n=11), phi=1.50 eV: 3.021e+01 /s
k_D(n=3) per direction: 2.756e+05 /s
k_D(n=4) per direction: 8.326e+02 /s
n_E = 9.60; n_D = 3.17 bonds
edge test: phi = 1.410 eV; dissolved = 0.650
edge expectation = 0.632
adatom hops in 1/k_D(3) = 6.09; expected 6
pair probability: KMC 0.401; Boltzmann 0.398
Frozen piercing thresholds, Ag fraction (4 samples):
L=16, m=11: 0.172 +/- 0.009 (std. error)
L=16, m=10: 0.381 +/- 0.005 (std. error)
L=16, m=9: 0.569 +/- 0.006 (std. error)
L=32, m=11: 0.194 +/- 0.007 (std. error)
L=32, m=10: 0.376 +/- 0.005 (std. error)
L=32, m=9: 0.580 +/- 0.001 (std. error)
slabs: 12x12, 6/12 layers, 2 samples
Q in monolayers (ML); area relative to flat (111):
p=0.25 phi=1.50 eV frozen: Q=0.28/0.28 ML, alpha=0.00, area=1.41, hops=0
p=0.25 phi=1.50 eV mobile: Q=0.28/0.28 ML, alpha=-0.02, area=1.41, hops=0
p=0.32 phi=1.50 eV frozen: Q=0.34/0.35 ML, alpha=0.04, area=1.49, hops=0
p=0.32 phi=1.50 eV mobile: Q=0.34/0.33 ML, alpha=-0.04, area=1.45, hops=0
p=0.40 phi=1.50 eV frozen: Q=0.51/0.49 ML, alpha=-0.06, area=1.68, hops=0
p=0.40 phi=1.50 eV mobile: Q=0.46/0.48 ML, alpha=0.06, area=1.62, hops=8
p=0.50 phi=1.50 eV frozen: Q=1.24/1.26 ML, alpha=0.03, area=2.78, hops=0
p=0.50 phi=1.50 eV mobile: Q=1.15/1.22 ML, alpha=0.08, area=2.42, hops=59
p=0.70 phi=1.50 eV frozen: Q=4.24/8.48 ML, alpha=1.00, area=9.73, hops=0
p=0.70 phi=1.50 eV mobile: Q=4.25/8.45 ML, alpha=0.99, area=7.15, hops=1047
p=0.32 phi=1.65 eV frozen: Q=0.78/0.87 ML, alpha=0.15, area=2.80, hops=0
p=0.32 phi=1.65 eV mobile: Q=0.64/0.87 ML, alpha=0.44, area=2.75, hops=6
p=0.70 phi=1.35 eV frozen: Q=1.27/1.48 ML, alpha=0.22, area=2.29, hops=0
p=0.70 phi=1.35 eV mobile: Q=1.16/0.91 ML, alpha=-0.34, area=1.51, hops=18
one monolayer charge = 220.1 uC/cm2
p=0.25 mobile charge = 61.1 uC/cm2
p=0.70 mobile charge = 1861.0 uC/cm2
p=0.70 mean current = 186.1 A/cm2
electrolyte: 5.0 ohm cm, gap 1.0 mm
neglected ohmic drop = 93.1 V
ion diffusivity = 1.0e-05 cm2/s
neglected surface ion concentration = 2.18 mol/L
10% bond-energy error: n=9 rate factor 185.3
at 100 s: same n_E needs phi = 1.083 eV
at 100 s: n_D = 5.95 bonds
```
